# Square-root advance of a carbon-depletion front under plasma radicals: verification in Python

```python
"""Carbon-depletion front in a porous film exposed to plasma radicals.

Result under test: the front depth X obeys X^2 = B t, B = 2 D c0/(nu N),
when the front is sharp and fast and no radicals are lost on the way.
With a finite front rate k and first-order loss k_r in depleted material:
    A L sinh(X/L) + 4 L^2 sinh(X/(2L))^2 = B t,  A = 2D/k, L = sqrt(D/k_r).
c0: radicals per film volume at the surface; N: methyl groups per film volume;
nu: radicals used per methyl group; D: radical diffusivity;
eps = c0/(nu N); delta: reaction-zone length of a volume reaction.
Lengths are in nm and times in s unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf

# ---------- model parameters ----------
c0_m3, N_m3, nu = 3e19, 1e28, 3.0
D_m2s, k_ms, k_r = 1e-7, 20.0, 1e7
delta = 5.0
D = D_m2s * 1e18
k = k_ms * 1e9
eps = c0_m3 / (nu * N_m3)
B = 2 * D * eps
A = 2 * D / k
L = np.sqrt(D / k_r)
NO_LOSS = 1e9      # loss length so long that loss is negligible
FAST = 1e17        # front rate so large that its barrier is negligible


def scaled_time(X, barrier, loss_length):
    """B t needed to reach depth X according to the derived law."""
    return (barrier * loss_length * np.sinh(X / loss_length)
            + 4 * loss_length**2 * np.sinh(X / (2 * loss_length))**2)


def depth(t, barrier, loss_length):
    upper = np.sqrt(B * t) * (1 + 1e-6)
    return brentq(lambda X: scaled_time(X, barrier, loss_length) - B * t,
                  0.0, upper, xtol=1e-11)


def time_from_profiles(X_end, rate, loss, cells=500, points=32):
    """Exposure time from finite-difference radical profiles at many depths."""
    nodes, weights = np.polynomial.legendre.leggauss(points)
    total = 0.0
    for node, weight in zip(nodes, weights):
        X = 0.5 * X_end * (node + 1)
        h = X / cells
        bands = np.zeros((3, cells))
        bands[0, 1:] = -1.0
        bands[1] = 2 + h**2 * loss / D
        bands[1, -1] += 2 * h * rate / D
        bands[2, :-1] = -1.0
        bands[2, cells - 2] = -2.0
        source = np.zeros(cells)
        source[0] = 1.0
        u = solve_banded((1, 1), bands, source)
        total += 0.5 * X_end * weight / (eps * rate * u[-1])
    return total


# ---------- test: laws against numerically solved profiles ----------
X_test = 150.0
cases = [(k, k_r, A, L), (k, 0.0, A, NO_LOSS),
         (FAST, k_r, 2 * D / FAST, L)]
worst_law = 0.0
for rate, loss, barrier, length in cases:
    t_num = time_from_profiles(X_test, rate, loss)
    t_law = scaled_time(X_test, barrier, length) / B
    worst_law = max(worst_law, abs(t_num / t_law - 1))
assert worst_law < 1e-4

t_ideal_num = time_from_profiles(X_test, FAST, 0.0)
assert abs(np.sqrt(B * t_ideal_num) / X_test - 1) < 1e-4
t_double_num = time_from_profiles(2 * X_test, FAST, 0.0)
assert abs(t_double_num / t_ideal_num - 4) < 1e-3

t_loss_num = time_from_profiles(X_test, FAST, k_r)
X_arccosh = L * np.arccosh(1 + B * t_loss_num / (2 * L**2))
assert abs(X_arccosh / X_test - 1) < 1e-4
# late times with loss: doubling the time adds L ln 2
late_ratio = (time_from_profiles(8 * L + L * np.log(2), FAST, k_r)
              / time_from_profiles(8 * L, FAST, k_r))
assert abs(late_ratio - 2) < 5e-3
# early times with a front barrier: linear growth at speed B/A
X_early = 0.001 * A
early_speed = X_early / time_from_profiles(X_early, k, k_r)
assert abs(early_speed / (B / A) - 1) < 3e-3


# ---------- test: radical storage changes only the prefactor ----------
def similarity_root(e):
    return brentq(lambda s: np.sqrt(np.pi) * s * np.exp(s * s) * erf(s) - e,
                  1e-9, 3.0, xtol=1e-14)


eps_big = 0.5
cells = 150
xi = np.linspace(0, 1, cells + 1)
dxi = xi[1]


def growth(u_inner):
    """(X/D) dX/dt from the concentration slope at the front."""
    return -eps_big * (-4 * u_inner[-1] + u_inner[-2]) / (2 * dxi)


def moving_frame(_, u_inner):
    u = np.concatenate(([1.0], u_inner, [0.0]))
    curvature = (u[2:] - 2 * u[1:-1] + u[:-2]) / dxi**2
    slope = (u[2:] - u[:-2]) / (2 * dxi)
    return curvature + xi[1:-1] * growth(u_inner) * slope


run = solve_ivp(moving_frame, (0, 5), (1 - xi[1:-1])**3, method="BDF",
                rtol=1e-7, atol=1e-9)
assert run.success
growth_num = growth(run.y[:, -1])
growth_formula = 2 * similarity_root(eps_big)**2
assert abs(growth_num / growth_formula - 1) < 1e-3
eps_small = 0.01
prefactor_small = similarity_root(eps_small) / np.sqrt(eps_small / 2)
assert abs(prefactor_small - (1 - eps_small / 6)) < eps_small**2
prefactor_big = similarity_root(eps_big) / np.sqrt(eps_big / 2)

# ---------- test: volume reaction with no front imposed ----------
# y = x/delta, tau = k2 c0 t/nu; w = remaining carbon fraction
dy, dtau = 0.05, 0.05
y = np.arange(0, 45 + dy / 2, dy)
w = np.ones_like(y)
inner = len(y) - 2
bands = np.zeros((3, inner))
bands[0, 1:] = bands[2, :-1] = -1.0
source = np.zeros(inner)
source[0] = 1.0


def radicals(carbon):
    bands[1] = 2 + dy**2 * carbon[1:-1]
    u = np.zeros_like(y)
    u[0] = 1.0
    u[1:-1] = solve_banded((1, 1), bands, source, check_finite=False)
    return u


snap_taus = [1, 10, 100, 400]
snap_steps = {round(s / dtau): s for s in snap_taus}
Y_num, width_num = {}, {}
for step in range(1, max(snap_steps) + 1):
    w_half = w * np.exp(-0.5 * dtau * radicals(w))
    w = w * np.exp(-dtau * radicals(w_half))
    if step in snap_steps:
        s = snap_steps[step]
        Y_num[s] = trapezoid(1 - w, y)
        if w[0] < 0.1:
            width_num[s] = np.interp(0.9, w, y) - np.interp(0.1, w, y)
Y_formula = {s: np.sqrt(2 * s - 2 * (1 - np.exp(-s))) for s in snap_taus}
for s in snap_taus:
    assert abs(Y_num[s] / Y_formula[s] - 1) < 3e-3
width_formula = quad(lambda e: 1 / np.sqrt(2 * (e + np.expm1(-e))),
                     -np.log(0.9), -np.log(0.1))[0]
assert len(width_num) == 3
for value in width_num.values():
    assert abs(value / width_formula - 1) < 5e-3
late_exponent = np.log(Y_num[400] / Y_num[100]) / np.log(4)
assert abs(late_exponent - 0.5) < 0.01

# ---------- printed results ----------
print(f"surface radical density c0 = {c0_m3:.1e} m^-3")
print(f"methyl density N = {N_m3:.1e} m^-3; radicals per group nu = {nu:.0f}")
print(f"diffusivity D = {D_m2s:.1e} m^2/s")
print(f"front rate k = {k_ms:.0f} m/s; loss rate k_r = {k_r:.1e} s^-1")
print(f"eps = c0/(nu N) = {eps:.2e} (no unit)")
print(f"B = {B:.1f} nm^2/s = {B * 1e-18:.2e} m^2/s")
print(f"A = {A:.2f} nm; L = {L:.1f} nm; B/A = {B / A:.1f} nm/s")
print(f"prefactor shift eps/6 = {eps / 6:.2e} (no unit)")
print("depths in nm: ideal | barrier only | loss only | both | exponent")
for t in (1.0, 5.0, 20.0, 60.0, 240.0, 3600.0):
    ideal = np.sqrt(B * t)
    only_barrier = depth(t, A, NO_LOSS)
    only_loss = depth(t, 0.0, L)
    both = depth(t, A, L)
    q = 1.001
    exponent = (np.log(depth(t * q, A, L) / depth(t / q, A, L))
                / (2 * np.log(q)))
    print(f"t = {t:6.0f} s: {ideal:7.2f} | {only_barrier:7.2f} | "
          f"{only_loss:7.2f} | {both:7.2f} | {exponent:.3f}")
X_goal = 100.0
print(f"time to {X_goal:.0f} nm, ideal: {X_goal**2 / B:.2f} s")
print(f"time to {X_goal:.0f} nm, both: {scaled_time(X_goal, A, L) / B:.2f} s")
t_ref = 60.0
X_ref = np.sqrt(B * t_ref)
print(f"ideal front speed at {t_ref:.0f} s: {X_ref / (2 * t_ref):.4f} nm/s")
print(f"diffusion time X^2/D at {t_ref:.0f} s: {X_ref**2 / D:.2e} s")
print(f"depth added per time doubling, L ln 2: {L * np.log(2):.2f} nm")
print(f"10-90 % width / delta: formula {width_formula:.4f}")
for s, value in width_num.items():
    print(f"  simulated width / delta at tau = {s}: {value:.4f}")
print(f"for delta = {delta:.1f} nm: width = {width_formula * delta:.2f} nm")
X_eq = np.sqrt(B * t_ref - 2 * delta**2
               * -np.expm1(-B * t_ref / (2 * delta**2)))
print(f"  equivalent depth at {t_ref:.0f} s = {X_eq:.2f} nm")
for s in snap_taus:
    print(f"depth/delta at tau = {s}: simulated {Y_num[s]:.4f}, "
          f"formula {Y_formula[s]:.4f}")
print(f"simulated exponent, tau 100 to 400: {late_exponent:.4f}")
print(f"eps = {eps_big}: (X/D)dX/dt simulated {growth_num:.5f}, "
      f"formula {growth_formula:.5f}")
print(f"eps = {eps_big}: true/quasisteady depth = {prefactor_big:.4f}")
print(f"eps = {eps_small}: true/quasisteady depth = {prefactor_small:.6f}")
print(f"largest relative error of the depth-time laws: {worst_law:.1e}")
print(f"late-time ratio for an added L ln 2: {late_ratio:.4f}")
print(f"early speed from profiles: {early_speed:.3f} nm/s")
print("verified")
```

Printed output:

```
surface radical density c0 = 3.0e+19 m^-3
methyl density N = 1.0e+28 m^-3; radicals per group nu = 3
diffusivity D = 1.0e-07 m^2/s
front rate k = 20 m/s; loss rate k_r = 1.0e+07 s^-1
eps = c0/(nu N) = 1.00e-09 (no unit)
B = 200.0 nm^2/s = 2.00e-16 m^2/s
A = 10.00 nm; L = 100.0 nm; B/A = 20.0 nm/s
prefactor shift eps/6 = 1.67e-10 (no unit)
depths in nm: ideal | barrier only | loss only | both | exponent
t =      1 s:   14.14 |   10.00 |   14.13 |    9.99 | 0.666
t =      5 s:   31.62 |   27.02 |   31.49 |   26.90 | 0.574
t =     20 s:   63.25 |   58.44 |   62.24 |   57.46 | 0.523
t =     60 s:  109.54 |  104.66 |  104.70 |   99.85 | 0.481
t =    240 s:  219.09 |  214.15 |  189.46 |  184.58 | 0.400
t =   3600 s:  848.53 |  843.54 |  430.39 |  425.51 | 0.229
time to 100 nm, ideal: 50.00 s
time to 100 nm, both: 60.18 s
ideal front speed at 60 s: 0.9129 nm/s
diffusion time X^2/D at 60 s: 1.20e-07 s
depth added per time doubling, L ln 2: 69.31 nm
10-90 % width / delta: formula 3.4474
  simulated width / delta at tau = 10: 3.4481
  simulated width / delta at tau = 100: 3.4478
  simulated width / delta at tau = 400: 3.4482
for delta = 5.0 nm: width = 17.24 nm
  equivalent depth at 60 s = 109.32 nm
depth/delta at tau = 1: simulated 0.8579, formula 0.8578
depth/delta at tau = 10: simulated 4.2427, formula 4.2427
depth/delta at tau = 100: simulated 14.0712, formula 14.0712
depth/delta at tau = 400: simulated 28.2489, formula 28.2489
simulated exponent, tau 100 to 400: 0.5027
eps = 0.5: (X/D)dX/dt simulated 0.43205, formula 0.43205
eps = 0.5: true/quasisteady depth = 0.9296
eps = 0.01: true/quasisteady depth = 0.998340
largest relative error of the depth-time laws: 8.9e-07
late-time ratio for an added L ln 2: 2.0006
early speed from profiles: 19.980 nm/s
verified
```
